# Force covariance from a squared-exponential energy kernel, part 2

An atom moves over a surface on an energy landscape $E(\mathbf x)$, modelled as a Gaussian process with zero mean. The problem asks what this model implies about the force $\mathbf F=-\nabla E$. Energies are in eV and lengths in nm. For two positions, $\mathbf r=\mathbf x-\mathbf x'$ and $r=|\mathbf r|$. The energy covariance is the squared-exponential kernel $k=s^2e^{-r^2/2l^2}$, where $s$ is the standard deviation of the energy at one point and $l$ is the length over which energies stay similar.

Part (c) differentiated $k$ once at each position to find the force covariance $C_{ij}=\mathrm{Cov}[F_i(\mathbf x),F_j(\mathbf x')]$:

$$
C_{ij}(\mathbf r)=\frac{s^2}{l^2}\left(\delta_{ij}-\frac{r_ir_j}{l^2}\right)e^{-r^2/2l^2}
$$

Its longitudinal and transverse components, along and across $\mathbf r$, are

$$
C_L=\sigma_F^2\left(1-\frac{r^2}{l^2}\right)e^{-r^2/2l^2},\qquad C_T=\sigma_F^2e^{-r^2/2l^2},\qquad \sigma_F=\frac sl .
$$

Here $\sigma_F$ is the rms value of each force component. $C_L$ is positive for $r<l$, zero at $r=l$ and negative beyond, with its minimum at $r=\sqrt3\,l$. $C_T$ is always positive.

Energy and force are related by

$$
\mathrm{Cov}[E(\mathbf x),F_j(\mathbf x')]=-\frac{r_j}{l^2}k .
$$

For any smooth isotropic kernel, $C_L=-k''(r)$ and $k'(0)=0$, where a prime on $k$ denotes $d/dr$.

The same covariances follow from random waves $E(\mathbf x)=\sqrt2\,s\cos(\mathbf q\cdot\mathbf x+\varphi)$, with a uniformly random phase $\varphi$ and independent Gaussian components of $\mathbf q$, each of mean zero and variance $1/l^2$.

The example is a platinum adatom on a close-packed platinum surface, with $s=0.5$ eV, $l=0.05$ nm and $\sigma_F=10$ eV/nm. The final list of calculated quantities also includes earlier checks: a test with 300,000 random waves, the matrix $C_{ij}$ at the in-plane displacement $(0.03,0.04)$ nm, and the longitudinal zero of the Matérn-5/2 kernel, which describes less smooth landscapes.

### (g) Work along a straight path

**Question.** Use the work done by the force over a path of length $L$ to explain the physical role of the negative part of $C_L$.

**Solution.** The force is the negative gradient of an energy, so the work on a straight path is $W=\int_0^LF_L\,dr=E(0)-E(L)$. Its variance follows directly from the two energies:

$$
\mathrm{Var}[W]=s^2+s^2-2k(L)=2s^2\left(1-e^{-L^2/2l^2}\right).
$$

It cannot exceed $2s^2$, however long the path.

The same variance is a double integral of $C_L$ over pairs of points on the path. Pairs with separation $r$ occupy a length $L-r$, and each pair occurs in two orders, so

$$
\mathrm{Var}[W]=2\int_0^L(L-r)C_L(r)\,dr .
$$

Insert $C_L=-k''$ and integrate by parts up to some limit $b\le L$:

$$
2\int_0^b(L-r)(-k'')\,dr=2\left[-(L-r)k'\right]_0^b-2\int_0^bk'\,dr
=-2(L-b)k'(b)+2[k(0)-k(b)].
$$

The boundary term at $r=0$ vanished because $k'(0)=0$. For $b=L$ the result is $2[k(0)-k(L)]$, in agreement with the direct calculation.

For $b=l$ the integral contains only the positive part of $C_L$. Using $-k'(l)=(s^2/l)e^{-1/2}$, its contribution is

$$
V_+=2s^2\left[\left(\frac Ll-1\right)e^{-1/2}+1-e^{-1/2}\right]
=2s^2\left[1+\left(\frac Ll-2\right)e^{-1/2}\right],\qquad L\ge l .
$$

This grows in proportion to $L$ on long paths. For $L=0.2$ nm, $L/l=4$ and

$$
\sqrt{V_+}=\sqrt{0.5\,(1+2\times0.6065)}\ \text{eV}=1.05\ \text{eV}.
$$

For $L=0.4$ nm the value is 1.52 eV. The true rms work is 0.707 eV at both lengths to three digits. The negative part of $C_L$ removes the excess. A push in one direction tends to be followed by a push back, because the energies of the landscape have a finite spread $s$.

The transverse force does no work along this path, so the argument places no such limit on it. It can keep its sign over the whole range of correlation.

Negative entries do not spoil the covariance matrix of many forces. In the random-wave form, $C_{ij}=s^2\langle q_iq_j\cos(\mathbf q\cdot\mathbf r)\rangle$. For any real vectors $\mathbf c_a$ attached to positions $\mathbf x_a$, the variance of the combination $\sum_a\mathbf c_a\cdot\mathbf F(\mathbf x_a)$ is

$$
s^2\left\langle\left|\sum_a(\mathbf c_a\cdot\mathbf q)\,e^{i\mathbf q\cdot\mathbf x_a}\right|^2\right\rangle\ge0 .
$$

For ten random positions in a cube of side $3l$, the smallest of the 30 eigenvalues was 0.81 $\text{eV}^2/\text{nm}^2$, which is positive as required.

### (h) Prediction from one observed force

**Question.** The component $F_x=f=10$ eV/nm is observed at the origin. Predict $F_x$ at a distance $r$ ahead, along $x$, and at the same distance to the side, along $y$. What does the landscape look like at the longitudinal zero?

**Solution.** Let $F$ be the unknown component and $F_0$ the observed one. Both have variance $\sigma_F^2$, and their correlation is $\rho=C/\sigma_F^2$, with $C=C_L$ ahead and $C=C_T$ to the side. The remainder $g=F-\rho F_0$ satisfies

$$
\mathrm{Cov}[g,F_0]=C-\rho\sigma_F^2=0 .
$$

For jointly Gaussian variables zero covariance means independence, so the observation leaves $g$ unchanged. The prediction has

$$
\text{mean}=\rho f,\qquad
\text{variance}=\sigma_F^2(1-2\rho^2+\rho^2)=\sigma_F^2(1-\rho^2).
$$

At $r=2l$, for example, $\rho=(1-4)e^{-2}=-0.406$ ahead and $\rho=e^{-2}=0.135$ to the side. The predicted means and standard deviations, in eV/nm, are:

| $r$ (nm) | ahead | to the side |
|---|---|---|
| 0.025 | $6.6\pm7.5$ | $8.8\pm4.7$ |
| 0.050 | $0.0\pm10.0$ | $6.1\pm8.0$ |
| 0.087 | $-4.5\pm8.9$ | $2.2\pm9.7$ |
| 0.100 | $-4.1\pm9.1$ | $1.4\pm9.9$ |
| 0.150 | $-0.9\pm10.0$ | $0.1\pm10.0$ |

At $r=l$ ahead, the observation says nothing about the longitudinal force. At the same distance to the side it still gives a mean of 6.1 eV/nm. The most negative prediction ahead has a standard deviation about twice its magnitude, so even there a reversal of the force is a tendency and not a certainty.

The energy explains the zero. From its covariance with the observed force, the expected energy at a distance $r$ ahead is

$$
\langle E(r)\rangle_f=\frac{-rk/l^2}{s^2/l^2}f=-rf\,e^{-r^2/2l^2}.
$$

It falls from zero at the origin, reaches a minimum at $r=l$ and rises again. The expected force is minus its slope and vanishes at the minimum, where the expected energy is $-0.05\times10\times0.6065=-0.30$ eV. The observation is thus silent about the force at the very place where it says most about the energy.

Noise in the observed force adds its variance to that of $F_0$. For a chosen noise of 0.1 eV/nm, the predicted means are multiplied by $100/(100+0.01)=0.9999$. Noise that is independent of the landscape does not move the zero of $C_L$.

### (i) The platinum adatom and the limits of the model

**Question.** Are the parameters reasonable for a platinum adatom on close-packed platinum? Estimate how periodicity, unequal length scales and thermal motion alter the signs found above.

**Solution.** A simple surface with atomic spacing $a_0$ has the energy $V=A\sum_{m=1}^3\cos(\mathbf G_m\cdot\mathbf x)$. The wavevectors have length $G=4\pi/(\sqrt3a_0)$ and directions $0^\circ$, $60^\circ$ and $120^\circ$, so $\mathbf G_3=\mathbf G_2-\mathbf G_1$. Take $a_0=0.28$ nm and $A=0.4$ eV, which gives $G=25.9\ \text{nm}^{-1}$.

Two neighbouring hollow sites have phases $\mathbf G_{1,2}\cdot\mathbf x=\pi\mp\theta$ and $\pi\pm\theta$ with $\theta=\pi/3$. On the line between them $V/A=-2\cos\theta+\cos2\theta$, which rises from $-3/2$ at the hollow to $-1$ midway. The barrier is $A/2=0.2$ eV.

**Periodicity.** Average over all positions in the surface cell. Different wavevectors do not mix, and each cosine squared averages to $1/2$. The energy variance is $3A^2/2$, and the force covariance is

$$
C_{ij}=\frac{A^2}{2}\sum_mG_{m,i}G_{m,j}\cos(\mathbf G_m\cdot\mathbf r).
$$

For $\mathbf r$ along $\mathbf G_1$, the wavevectors have components $G,\tfrac G2,-\tfrac G2$ along $\mathbf r$ and $0,\tfrac{\sqrt3}{2}G,\tfrac{\sqrt3}{2}G$ across it. Hence

$$
C_L=\frac{A^2G^2}{2}\left[\cos Gr+\tfrac12\cos\tfrac{Gr}{2}\right],\qquad
C_T=\frac{3A^2G^2}{4}\cos\tfrac{Gr}{2}.
$$

At $r=0$ both equal $3A^2G^2/4$. The surface's own parameters are then $s=A\sqrt{3/2}=0.49$ eV and $l=s/\sigma_F=\sqrt2/G=0.055$ nm, close to the chosen ones. This agreement is a consistency check of the cosine form, not evidence about platinum. In this form $l$ depends only on the spacing, while $s$ is proportional to the chosen $A$ and is set mainly by the top site, which the form fixes at nine times the barrier. A landscape with the same barrier but a lower top site would have a smaller $s$.

With $c=\cos(Gr/2)$, the longitudinal zero obeys $2c^2+c/2-1=0$, so $c=(\sqrt{33}-1)/8$ and $r=0.072$ nm. This is 32% beyond the surface's own $l$. The transverse component changes sign at $Gr=\pi$, or $r=0.121$ nm, which the squared exponential does not allow. This reversal depends on direction. For $\mathbf r$ perpendicular to $\mathbf G_1$, the phases are $0$ and twice $\tfrac{\sqrt3}{2}Gr$, so that $C_T=\tfrac{A^2G^2}{2}\left[1+\tfrac12\cos\tfrac{\sqrt3Gr}{2}\right]$, which is always positive. Correlations on a perfect lattice also return at large distance instead of dying out.

**Unequal length scales.** Let the height of the adatom vary too, with an assumed shorter length of 0.03 nm. The kernel becomes $k=s^2e^{-\mathbf r^TM\mathbf r/2}$, where $M$ is diagonal with entries $1/0.05^2=400$ and $1/0.03^2=1111\ \text{nm}^{-2}$. Repeating part (c) with $M\mathbf r$ in place of $\mathbf r/l^2$ gives the matrix $k(M-M\mathbf r\mathbf r^TM)$. For unit vectors $\mathbf n$ along and $\mathbf t$ across the displacement, its components vanish at

$$
r_L=\frac{1}{\sqrt{\mathbf n^TM\mathbf n}},\qquad r_T=\frac{\sqrt{\mathbf t^TM\mathbf t}}{|\mathbf t^TM\mathbf n|}.
$$

For $\mathbf n$ at $45^\circ$ to the surface and $\mathbf t$ in the same vertical plane, both diagonal products are $755.6\ \text{nm}^{-2}$ and the mixed one is $355.6\ \text{nm}^{-2}$. The zeros lie at $r_L=0.036$ nm and $r_T=0.077$ nm. The transverse component keeps its sign for displacements along a principal axis, where the mixed product is zero.

**Thermal motion.** In a hollow each cosine is $-1/2$, and the squared components of the three wavevectors along any in-plane direction add to $3G^2/2$. The stiffness is $\tfrac34AG^2=201\ \text{eV/nm}^2$. At 550 K, $k_BT=0.0474$ eV, and the classical rms displacement per axis is $\sigma=\sqrt{0.0474/201}=0.015$ nm in the harmonic approximation. Quantum mechanics raises $\sigma^2$ by 0.16% for a harmonic platinum atom. The softening of the well matters more: the barrier is only about four times $k_BT$, and a classical average over the whole well of the cosine model gives 0.018 nm.

If the forces are averaged over independent Gaussian displacements of rms size $\sigma$ at both positions, each average multiplies a wave by $e^{-\sigma^2q^2/2}$. The Gaussian weight of the waves then contains $l^2+2\sigma^2$ in place of $l^2$. With the harmonic $\sigma$ the zero moves to $\sqrt{l^2+2\sigma^2}=0.0545$ nm, 9% beyond $l$. With the larger displacement of 0.018 nm the same formula gives about 12%. These figures treat the displacements as independent of the landscape. Real thermal motion is weighted by the same energy whose forces are averaged, so they estimate the effect of smoothing over a distance $\sigma$ and are not thermal averages for an adatom in its well.

**The real case.** A spacing near 0.28 nm, a hopping barrier of a few tenths of an eV and a deposition temperature near 550 K are rough typical values for platinum. The values of $s$ and $l$ are less certain, because they also depend on the shape of the landscape away from the hopping path. The cosine form places the site on top of a surface atom $4.5A=1.8$ eV above the hollow, and this height has not been compared with data for platinum. Real crystalline terraces break the assumption that distant energies are unrelated. In the cosine model, for displacements along $\mathbf G_1$, the longitudinal zero lies about a third beyond the surface's own $l$, and the transverse component first changes sign at 0.12 nm. The cosine model also gives the two kinds of hollow site the same energy, which a real platinum surface does not. That difference, the coupled motion of the substrate atoms, and the ligands and adsorbed oxygen present during deposition are left out, and their effects have not been estimated. The sign rule is therefore a property of the isotropic squared-exponential prior, and calculated energies and forces may correct it. The numerical output gives many of these values with further digits.

## Calculated quantities

```
energy scale s = 0.50 eV
length scale l = 0.050 nm = 0.50 angstrom
rms force per component s/l = 10.00 eV/nm = 1.00 eV/angstrom
force variance s^2/l^2 = 100.0 eV^2/nm^2
longitudinal zero, numerical = 0.05000 nm
longitudinal sign changes from 0 to 6 l = 1
longitudinal minimum at 0.0866 nm, value -44.63 eV^2/nm^2
transverse covariance at that distance = 22.31 eV^2/nm^2
random landscapes: 300000, worst deviation = 1.51 standard errors
smallest eigenvalue, 10 sites in 3D = 0.814 eV^2/nm^2
displacement = (0.03, 0.04) nm
  C_xx, C_xy, C_yy = 38.82, -29.11, 21.84 eV^2/nm^2
  eigenvalues = 0.00, 60.65 eV^2/nm^2
observed force F_x at origin = 10.0 eV/nm
predicted F_x (eV/nm): distance | ahead, s.d. | beside, s.d.
  0.0250 nm | 6.62, 7.50 | 8.82, 4.70
  0.0500 nm | 0.00, 10.00 | 6.07, 7.95
  0.0866 nm | -4.46, 8.95 | 2.23, 9.75
  0.1000 nm | -4.06, 9.14 | 1.35, 9.91
  0.1500 nm | -0.89, 9.96 | 0.11, 10.00
path 0.2 nm: rms work 0.707 eV; positive lobe only 1.052 eV
path 0.4 nm: rms work 0.707 eV; positive lobe only 1.523 eV
surface model: spacing 0.28 nm, cosine amplitude 0.40 eV
  hop barrier = 0.200 eV
  its own s = 0.490 eV, its own l = 0.0546 nm
  periodic longitudinal zero = 0.0722 nm
  that zero over its own l = 1.324
  periodic transverse zero = 0.1212 nm
Matern-5/2 longitudinal zero = 0.0362 nm, over l = 0.7236
height length scale (assumed) = 0.030 nm, displacement at 45 degrees
  longitudinal zero = 0.0364 nm
  transverse zero = 0.0773 nm
temperature = 550 K, kT = 0.0474 eV
  well stiffness = 201.4 eV/nm^2, rms displacement = 0.0153 nm per axis
  thermally averaged longitudinal zero = 0.0545 nm
  shift relative to l = 9.0 %
  Pt mass = 195.08 u, quantum/classical variance = 1.00160
force noise = 0.10 eV/nm, prediction factor = 0.99990
```
